# Can Contact Resistance Raise the Extracted Mobility of a Thin-Film Transistor?: verification in Python

```python
"""
Result under test: for a linear-regime thin-film transistor with constant true
mobility mu and a gate-dependent series contact resistance Rc(u),
    mu_app / mu = (1 + s r) / (1 + r)^2,
    r = Rc / Rch,   s = -d ln Rc / d ln u,
so the transconductance mobility mu_app exceeds mu exactly when s > 2 + r.
u: gate overdrive above the true channel threshold (V); Rch: channel resistance.
W, L: channel width, length (cm); C: gate capacitance per area (F/cm^2).
The independent road solves current continuity at the internal source node
and differentiates the resulting terminal current numerically.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

W, L0, C, MU = 100e-4, 10e-4, 20e-9, 10.0
R_FLOOR, R_ONE, V_ZERO = 2e3, 40e6, 1.5
VD_LIMIT, VD_REAL = 1e-6, 0.1


def contact(u):
    return R_FLOOR + R_ONE * np.exp(-u / V_ZERO)


def contact_steepness(u):
    return u / V_ZERO * R_ONE * np.exp(-u / V_ZERO) / contact(u)


def ratio(u, length=L0):
    return contact(u) * W * C * MU * u / length


def formula_mobility(u, length=L0):
    r, s = ratio(u, length), contact_steepness(u)
    return MU * (1 + s * r) / (1 + r)**2


def conductance(u, length=L0, rc=contact, vd=VD_LIMIT):
    """I/VD from continuity; x is the contact's share of the drain voltage."""
    resistance = rc(u)
    k = W * C * MU / length

    def mismatch(x):
        # gradual-channel current between source node x*vd and drain vd
        channel = k * (1 - x) * (u - vd * (1 + x) / 2)
        return x / resistance - channel

    x = brentq(mismatch, 0.0, 1.0, xtol=1e-15, rtol=1e-15)
    return x / resistance


def measured_mobility(u, length=L0, rc=contact, vd=VD_LIMIT):
    h = 1e-3
    slope = (conductance(u + h, length, rc, vd)
             - conductance(u - h, length, rc, vd)) / (2 * h)
    return length / (W * C) * slope


def find_peak(length=L0, rc=contact, vd=VD_LIMIT, low=2.0, high=60.0):
    grid = np.linspace(low, high, 117)
    values = [measured_mobility(u, length, rc, vd) for u in grid]
    i = int(np.argmax(values))
    a, b = grid[max(i - 1, 0)], grid[min(i + 1, len(grid) - 1)]
    best = minimize_scalar(lambda u: -measured_mobility(u, length, rc, vd),
                           bounds=(a, b), method="bounded",
                           options={"xatol": 1e-7})
    return best.x, -best.fun


# Main formula against the node solution, over the whole gate range
for u in np.linspace(1, 30, 59):
    assert abs(measured_mobility(u) / formula_mobility(u) - 1) < 1e-5

print("W = %.0f um, L = %.0f um, C = %.0f nF/cm^2"
      % (W * 1e4, L0 * 1e4, C * 1e9))
print("true mobility = %.1f cm^2/(V s)" % MU)
print("contact: floor %.1f kohm, R1 %.1f Mohm, v0 %.2f V"
      % (R_FLOOR / 1e3, R_ONE / 1e6, V_ZERO))

# A gate-independent contact only lowers the value
def constant_contact(u):
    return 50e3


for u in np.linspace(1, 40, 40):
    r = constant_contact(u) * W * C * MU * u / L0
    value = measured_mobility(u, rc=constant_contact)
    assert value < MU
    assert abs(value * (1 + r)**2 / MU - 1) < 1e-5
print("constant 50 kohm contact, u = 10 V: mu_app = %.3f cm^2/(V s)"
      % measured_mobility(10.0, rc=constant_contact))

# Table of the example
u_peak, mu_peak = find_peak()
print("u(V) Rch(kohm) Rc(kohm) r s mu_app mu_eff [cm^2/(V s)]")
for u in [5.0, 8.0, 10.0, u_peak, 15.0, 20.0, 30.0]:
    mu_eff = L0 * conductance(u) / (W * C * u)
    assert mu_eff < MU
    assert abs(mu_eff * (1 + ratio(u)) / MU - 1) < 1e-5
    print("%.3f %.2f %.3f %.4f %.3f %.3f %.3f"
          % (u, L0 / (W * C * MU * u) / 1e3, contact(u) / 1e3, ratio(u),
             contact_steepness(u), measured_mobility(u), mu_eff))

# Peak height and its local upper bound
s_peak, r_peak = contact_steepness(u_peak), ratio(u_peak)
bound = s_peak**2 / (4 * (s_peak - 1))
assert mu_peak > MU and mu_peak / MU <= bound * (1 + 1e-5)
print("peak: u = %.3f V, mu_app = %.3f cm^2/(V s), ratio = %.4f"
      % (u_peak, mu_peak, mu_peak / MU))
print("upper bound on ratio at the peak's s = %.4f" % bound)

# Overshoot window: criterion edges against crossings of the solved curve
def criterion(u):
    return contact_steepness(u) - 2 - ratio(u)


edges = [brentq(criterion, 6, 10), brentq(criterion, 13, 25)]
crossings = [brentq(lambda u: measured_mobility(u) - MU, a, b)
             for a, b in [(6, 10), (13, 25)]]
assert np.allclose(edges, crossings, atol=1e-3)
for u in np.linspace(1, 30, 88):
    if min(abs(u - e) for e in edges) > 0.01:
        assert (measured_mobility(u) > MU) == (criterion(u) > 0)
print("overshoot window: u = %.3f to %.3f V" % tuple(edges))

# Area rule: integrated mobility against solved conductance
for top in [u_peak, edges[1], 30.0]:
    area = quad(formula_mobility, 0, top, epsabs=1e-9, limit=200)[0]
    solved = L0 * conductance(top) / (W * C)
    assert abs(area / solved - 1) < 1e-5 and area < MU * top
deficit = quad(lambda u: MU - formula_mobility(u), 0, edges[0])[0]
surplus = quad(lambda u: formula_mobility(u) - MU, *edges)[0]
assert deficit > surplus > 0
print("deficit area below window = %.3f cm^2/s" % deficit)
print("surplus area in window = %.3f cm^2/s" % surplus)

# False threshold from a straight-line fit around the peak
near = np.linspace(u_peak - 0.05, u_peak + 0.05, 11)
line = np.polyfit(near, [conductance(u) for u in near], 1)
u_ext = -line[1] / line[0]
u_ext_formula = u_peak * (1 - (1 + r_peak) / (1 + s_peak * r_peak))
assert abs(u_ext - u_ext_formula) < 0.005
mu_false = L0 * conductance(u_peak) / (W * C * (u_peak - u_ext))
assert abs(mu_false / mu_peak - 1) < 2e-3
print("extrapolated threshold above true one = %.3f V" % u_ext)
print("effective mobility with it, at peak = %.3f cm^2/(V s)" % mu_false)

# Power-law contacts, equal to the channel resistance at 10 V for L0
def power_contact(s):
    return lambda u: 50e3 * (u / 10)**(-s)


for s in [1.5, 2.0]:
    values = [measured_mobility(u, rc=power_contact(s))
              for u in np.linspace(2, 60, 117)]
    assert max(values) < MU
    print("power law s = %.1f: largest ratio for u = 2-60 V = %.4f"
          % (s, max(values) / MU))
for s in [3.0, 4.0, 6.0]:
    u_top, mu_top = find_peak(rc=power_contact(s))
    r_top = power_contact(s)(u_top) * W * C * MU * u_top / L0
    assert abs(mu_top / MU - s**2 / (4 * (s - 1))) < 1e-4
    assert abs(r_top - (s - 2) / s) < 5e-3
    print("power law s = %.1f: peak ratio = %.4f at u = %.2f V"
          % (s, mu_top / MU, u_top))
u_short, mu_short = find_peak(L0, power_contact(4.0))
u_long, mu_long = find_peak(4 * L0, power_contact(4.0))
assert abs(mu_long / mu_short - 1) < 1e-4
assert abs(u_long / u_short - 4**(-1 / 3)) < 2e-3
print("s = 4.0, L = %.0f um: peak ratio = %.4f at u = %.2f V"
      % (4 * L0 * 1e4, mu_long / MU, u_long))

# Gate-dependent true mobility: general composition rule and its criterion
def channel_g(u):
    return 2e-5 * (u / 10)**1.4


outcomes = set()
for u in np.linspace(2, 30, 57):
    h = 1e-3
    def total_g(v):
        return 1 / (1 / channel_g(v) + contact(v))
    direct = L0 / (W * C) * (total_g(u + h) - total_g(u - h)) / (2 * h)
    mu_d = L0 / (W * C) * 1.4 * channel_g(u) / u
    mu_c = L0 / (W * C) * contact_steepness(u) / (u * contact(u))
    r = contact(u) * channel_g(u)
    assert abs(direct * (1 + r)**2 / (mu_d + r**2 * mu_c) - 1) < 1e-5
    if abs(direct / mu_d - 1) > 1e-4:
        assert (direct > mu_d) == (mu_c / mu_d > 1 + 2 / r)
        outcomes.add(bool(direct > mu_d))
assert outcomes == {True, False}

# Length dependence for the exponential contact with a floor
lengths = np.array([5, 10, 20, 40, 80]) * 1e-4
heights = []
for length in lengths:
    u_top, mu_top = find_peak(length)
    heights.append(mu_top)
    print("L = %.0f um: peak mu_app = %.3f cm^2/(V s) at u = %.3f V"
          % (length * 1e4, mu_top, u_top))
assert min(heights) > MU
assert all(a > b for a, b in zip(heights[1:], heights[2:]))

# Length fit at fixed overdrive removes the contact
def inverse_length_slope(u, vd):
    resistances = [1 / conductance(u, length, vd=vd) for length in lengths]
    return 1 / np.polyfit(lengths, resistances, 1)[0]


def length_fit_mobility(u, vd):
    h = 1e-2
    return (inverse_length_slope(u + h, vd)
            - inverse_length_slope(u - h, vd)) / (2 * h * W * C)


fit_limit = length_fit_mobility(u_peak, VD_LIMIT)
fit_real = length_fit_mobility(u_peak, VD_REAL)
assert abs(fit_limit / MU - 1) < 1e-4
assert abs(fit_real / MU - 1) < 0.03
print("length-fit mobility at u = %.3f V, small-bias limit = %.3f cm^2/(V s)"
      % (u_peak, fit_limit))
print("length-fit mobility there at VD = %.1f V = %.3f cm^2/(V s)"
      % (VD_REAL, fit_real))

# Finite drain bias keeps the overshoot
u_real, mu_real = find_peak(vd=VD_REAL)
assert mu_real > MU and abs(mu_real / mu_peak - 1) < 0.03
print("VD = %.1f V: peak mu_app = %.3f cm^2/(V s) at u = %.3f V"
      % (VD_REAL, mu_real, u_real))

print("ALL CHECKS PASSED")
```

Running it gives:

```
W = 100 um, L = 10 um, C = 20 nF/cm^2
true mobility = 10.0 cm^2/(V s)
contact: floor 2.0 kohm, R1 40.0 Mohm, v0 1.50 V
constant 50 kohm contact, u = 10 V: mu_app = 2.500 cm^2/(V s)
u(V) Rch(kohm) Rc(kohm) r s mu_app mu_eff [cm^2/(V s)]
5.000 100.00 1428.960 14.2896 3.329 2.077 0.654
8.000 62.50 195.118 3.1219 5.279 10.288 2.426
10.000 50.00 52.905 1.0581 6.415 18.385 4.859
11.098 45.05 26.476 0.5877 6.840 19.914 6.298
15.000 33.33 3.816 0.1145 4.759 12.437 8.973
20.000 25.00 2.065 0.0826 0.418 8.827 9.237
30.000 16.67 2.000 0.1200 0.001 7.973 8.929
peak: u = 11.098 V, mu_app = 19.914 cm^2/(V s), ratio = 1.9914
upper bound on ratio at the peak's s = 2.0028
overshoot window: u = 7.933 to 17.102 V
deficit area below window = 60.601 cm^2/s
surplus area in window = 47.392 cm^2/s
extrapolated threshold above true one = 7.588 V
effective mobility with it, at peak = 19.913 cm^2/(V s)
power law s = 1.5: largest ratio for u = 2-60 V = 0.8130
power law s = 2.0: largest ratio for u = 2-60 V = 0.9796
power law s = 3.0: peak ratio = 1.1250 at u = 17.32 V
power law s = 4.0: peak ratio = 1.3333 at u = 12.60 V
power law s = 6.0: peak ratio = 1.8000 at u = 10.84 V
s = 4.0, L = 40 um: peak ratio = 1.3333 at u = 7.94 V
L = 5 um: peak mu_app = 20.321 cm^2/(V s) at u = 12.029 V
L = 10 um: peak mu_app = 19.914 cm^2/(V s) at u = 11.098 V
L = 20 um: peak mu_app = 18.809 cm^2/(V s) at u = 10.127 V
L = 40 um: peak mu_app = 17.386 cm^2/(V s) at u = 9.157 V
L = 80 um: peak mu_app = 15.867 cm^2/(V s) at u = 8.224 V
length-fit mobility at u = 11.098 V, small-bias limit = 10.000 cm^2/(V s)
length-fit mobility there at VD = 0.1 V = 10.012 cm^2/(V s)
VD = 0.1 V: peak mu_app = 19.833 cm^2/(V s) at u = 11.104 V
ALL CHECKS PASSED
```
